# Roughening of a flat one-dimensional Edwards-Wilkinson interface and a crystal step, part 2

A step between two terraces on a crystal surface fluctuates as it exchanges units with them. How wide does it become? Its in-plane displacement \(h(x,t)\), with \(x\) along the step and \(t\) the time, obeys

\[
\frac{\partial h}{\partial t} = \nu \frac{\partial^2 h}{\partial x^2} + \eta(x,t), \qquad
\langle \eta(x,t)\,\eta(x',t') \rangle = 2D\,\delta(x-x')\,\delta(t-t') .
\]

Here \(\nu\) (nm²/s) is called a tension, and \(D\) is in nm³/s. Brackets average over noise histories. From a straight start on an infinite line, \(w^2 = \langle h^2\rangle\) is

\[
w^2(t) = D\sqrt{\frac{2t}{\pi\nu}} .
\]

It is also \(w^2 = \int S\,dk/2\pi\), with \(k\) the wave number and

\[
S(k,t) = \frac{D}{\nu k^2}\left(1 - e^{-2\nu k^2 t}\right) .
\]

Modes with \(k\) above about \(1/\xi\), \(\xi = \sqrt{\nu t}\), have reached the stationary spectrum \(D/(\nu k^2)\). From a stationary start the mean square displacement is larger than \(w^2\) by \(\sqrt2\). Subtracting the mean of a window of length \(L\) lowers \(w^2\) by at most \(2Dt/L\).

The surface cell has length \(a\) along the step and \(b\) across it, with area \(\Omega = ab\); \(y\) points across the step, in its direction of advance during growth. On a lattice of spacing \(a\), with \(z = 4\nu t/a^2\) and \(I_n\) the modified Bessel function,

\[
w_{\rm lat}^2 = \frac{2Dt}{a}\,e^{-z}\left[I_0(z)+I_1(z)\right] ,
\]

which at late times is \(w^2\) times \(1-a^2/(32\nu t)\).

Each edge site has the total exchange rate \(r\), half additions and half removals of a unit. The step has stiffness \(\tilde\beta\), free energy \(F = (\tilde\beta/2)\int(\partial h/\partial x)^2dx\), and independent jumps of \(n\) units of \(b\) between neighbouring sites, with energy \(\varepsilon|n|\). At temperature \(T\),

\[
D = \tfrac12\, b^2 a\, r , \qquad \nu = \frac{D\tilde\beta}{k_BT}, \qquad
w^4 = \frac{2D\,k_BT\,t}{\pi\tilde\beta} ,
\]

\[
\tilde\beta = \frac{k_BT\,a}{b^2\langle n^2\rangle} , \qquad
\langle n^2\rangle = \frac{1}{2\sinh^2(\varepsilon/2k_BT)} .
\]

In equilibrium the mean square difference in \(h\) over a distance \(R\) is \(k_BT\,R/\tilde\beta\).

The final table also lists a dimensionless test with \(D = 0.7\), \(\nu = 1.3\), \(a=1\): a simulation of 200,000 sites, two numerical integrations of \(w^2\), and an 800-site ring, whose late-time squared width about its mean is \(DL/(12\nu)\), with \(L\) the ring length.

### Worked example

Consider an initially straight step at 1100 K with growth paused, so that the incoming flux balances the losses and the step has no mean velocity. The cell is \(a = 0.3\) nm and \(b = 0.6\) nm, the kink energy \(\varepsilon = 0.2\) eV, and the exchange rate \(r = 1000\) s⁻¹.

With \(k_BT = 0.0948\) eV the kink formula gives \(\langle n^2\rangle = 0.314\). Then

\[
\tilde\beta = \frac{0.0948\times0.3}{0.36\times0.314} \approx 0.252\ \text{eV/nm}, \qquad
D = \tfrac12(0.36)(0.3)(1000) = 54\ \text{nm}^3/\text{s},
\]

\[
\nu = \frac{54\times0.2515}{0.09479} \approx 143\ \text{nm}^2/\text{s} .
\]

After 1 s,

\[
w^2 = 54\sqrt{\frac{2}{\pi\times143.3}} \approx 3.60\ \text{nm}^2, \qquad w \approx 1.90\ \text{nm} .
\]

After 10 s the width is 3.37 nm, larger by \(10^{1/4} = 1.78\). From a stationary start the root mean square displacement after 1 s would be 2.26 nm, which is 19% more than from a straight start.

At 1 ms the formula gives \(w = 0.34\) nm, less than one unit \(b\), and each site has seen one exchange event on average. The time \(a^2/\nu\) is 0.63 ms. The lattice formula lowers \(w^2\) by 2% at 1 ms, but it still treats \(h\) as continuous and assumes the equilibrium stiffness, which an initially kink-free step has not yet acquired. Neither value should be trusted until many times \(a^2/\nu\) have passed and the kinks have reached their equilibrium density.

The kink energy matters more than most of the corrections below. With \(r\), the cell and the temperature held fixed, \(w\) at 1 s is 2.87 nm for 0.1 eV and 1.40 nm for 0.3 eV. This follows from \(w \propto \tilde\beta^{-1/4} \propto [\sinh(\varepsilon/2k_BT)]^{-1/2}\).

### Geometric corrections at 1 s

The length reached by relaxation is \(\xi = 12\) nm. The lattice correction to \(w^2\) is \(2\times10^{-5}\) in relative terms. For a window of 1000 nm, subtracting the mean removes at most \(2\times54/1000 = 0.108\) nm², or 3% of \(w^2\).

The quadratic free energy assumes small slopes. Over the length \(\xi\) the mean square slope in equilibrium is \(k_BT/(\tilde\beta\xi) = 0.03\), so corrections of a few per cent are expected on that scale. This is an estimate of order, since their coefficients were not calculated. Between neighbouring sites the mean square slope is \(b^2\langle n^2\rangle/a^2 \approx 1.3\), which is not small. The stiffness from the kink model already includes the statics of that scale.

The terrace width is taken as \(\ell = 50\) nm, and \(w/\ell = 0.04\). If neighbouring steps fluctuate independently, the standard deviation of their distance is \(\sqrt2\,w = 2.7\) nm, so contacts are negligible. Elastic interaction between steps is left out and has not been sized.

### Slow diffusion on the terraces

The term \(\nu\,\partial^2h/\partial x^2\) requires that released atoms spread quickly compared with the exchange at the edge. To find the opposite limit, let the edge be in local equilibrium with its adatoms. Advancing the step by a small area changes \(F\) by \(-\tilde\beta\,\partial^2h/\partial x^2\) per area. The chemical potential of a unit is therefore \(\mu = -\Omega\tilde\beta\,\partial^2h/\partial x^2 = \Omega\tilde\beta k^2h\) for a wave of wave number \(k\).

Let \(\theta\) be the adatom coverage per site, so that the density is \(\theta/\Omega\). For a dilute adatom gas the density at the edge changes by \(\delta c = (\theta/\Omega)\,\mu/k_BT\). Away from an isolated step a quasi-static density obeys Laplace's equation and decays as \(e^{-k|y|}\). The outward flux on each side is \(D_sk\,\delta c\), with \(D_s\) the adatom diffusion coefficient. Counting both sides,

\[
\frac{\partial h}{\partial t} = -2\Omega D_sk\,\delta c = -\frac{2D_s\theta\Omega\tilde\beta k^3}{k_BT}\,h .
\]

The Edwards-Wilkinson form needs \(\nu k^2\) to be much smaller than this rate. Take \(D_s = 10^8\) nm²/s (\(10^{-6}\) cm²/s) and \(\theta = 10^{-3}\). At \(k = 1/\xi\) and 1 s, \(\nu k^2 = 1\) s⁻¹ and the diffusion-limited rate is 56 s⁻¹. The ratio is 0.018, so for these values exchange at the edge controls the relaxation at this wave number. The ratio varies as \(1/(D_s\theta)\) and reaches 1 at \(D_s\theta \approx 1800\) nm²/s. The two processes act in series, so their inverse rates add. Using the combined rate for every wave of an isolated step, with the same stationary spectrum, lowers \(w\) by 2.5% at 1 s and by 7% at 17 s.

The ratio varies as \(1/k\) and rises at longer wavelengths. The isolated-step estimate itself requires \(k\ell \gg 1\). At \(k=1/\xi\) and 1 s, \(k\ell = 4.2\), but \(\xi\) reaches \(\ell\) at \(t = \ell^2/\nu \approx 17\) s. Longer waves involve the neighbouring steps even earlier: at 1 s, waves with \(k\ell < 1\) already carry 19% of \(w^2\). From about 17 s the waves that are just relaxing involve them as well. How much the neighbouring steps change \(w\) is not calculated here, so the single-step law is an assumption for these waves.

### Why growth is paused

During growth, a step that receives atoms from the terrace ahead of it alone can become unstable. The following limit sizes the effect. Attachment from that terrace is fast, none occurs from behind, and all steps wander in phase. Let \(\Phi\) be the deposition flux in atoms per area and time, and let \(c\) be the density in excess of equilibrium. Step stiffness is omitted here, because \(\nu k^2\) represents it separately.

For straight steps, \(D_sc_0'' = -\Phi\) with \(c_0(0) = 0\) at the absorbing edge and \(c_0'(\ell) = 0\) at the back of the next step. Hence

\[
c_0 = \frac{\Phi}{D_s}\left(\ell y - \frac{y^2}{2}\right), \qquad v = \Omega D_sc_0'(0) = \Omega\Phi\ell ,
\]

where \(v\) is the step velocity. Now displace both edges by \(h = A\cos kx\) and write \(c = c_0 + g(y)h\). Away from the edges \(g'' = k^2g\). To first order in \(A\), the two edge conditions become

\[
g(0) = -c_0'(0) = -\frac{\Phi\ell}{D_s}, \qquad
g'(\ell) = -c_0''(\ell) = \frac{\Phi}{D_s} .
\]

The tilt of the edge normal enters at second order, because \(c_0\) does not depend on \(x\). Put \(g = P\cosh ky + Q\sinh ky\) and \(q = k\ell\). The first condition fixes \(P = -\Phi\ell/D_s\), and the second gives

\[
kQ = \frac{\Phi}{D_s}\,\frac{1+q\sinh q}{\cosh q} .
\]

The growth rate of the displacement is the first-order change of \(\Omega D_s\,\partial c/\partial y\) at the moving edge, divided by \(h\):

\[
\sigma = \Omega D_s\left[c_0''(0)+g'(0)\right] = \frac{v}{\ell}\left[\frac{1+q\sinh q}{\cosh q}-1\right] .
\]

It is positive, because \(1+q\sinh q-\cosh q\) vanishes at \(q=0\) and has the derivative \(q\cosh q > 0\). The wave is therefore amplified. For small \(q\) the bracket is \((1+q^2)(1-q^2/2)-1 \approx q^2/2\), and \(\sigma \approx (v\ell/2)k^2\), which acts as a negative contribution to \(\nu\). Numerical solution of the boundary-value problem for \(g\) at the example's \(q\) agrees with the bracket to one part in \(10^4\).

At a growth rate of 0.1 µm/h and a step height of 0.6 nm, \(v = (0.0278/0.6)\times50 = 2.3\) nm/s. At \(k = 1/\xi\), \(q = 4.18\) and \(\sigma = 0.148\) s⁻¹, or 15% of \(\nu k^2\). At long wavelengths the ratio rises to \(v\ell/(2\nu) = 0.40\). Lowering \(\nu\) by 15% or 40% at fixed \(D\) would raise \(w\) by 4% or 14%. Both ratios are proportional to the growth rate, and the long-wavelength one exceeds 1 above 0.25 µm/h. These figures indicate a size and are not a prediction: the limit assumes fast attachment, whereas the example is controlled by slow exchange, and thermally excited steps need not wander in phase. They also do not show that long waves are stable. In the one-sided fast-attachment limit without desorption, the stiffness smooths in-phase waves at the rate \(D_s\theta\Omega\tilde\beta k^3\tanh(k\ell)/k_BT\), which falls as \(k^4\) at small \(k\). Against this rate \(\sigma\) is 0.5% at \(k = 1/\xi\), but it wins for \(1/k\) above about 200 nm, where the net growth rate is at most about \(3\times10^{-4}\) s⁻¹.

### Relation to a real surface

The example is loosely modelled on a step on β-Ga2O3. The cell lengths and step height are rough values for its (100) surface, and the temperature is of the order used in vapour-phase epitaxy. A unit with the area of this cell and the height of the step holds about ten atoms, or two formula units of Ga2O3. The model exchanges it as a whole and lets it diffuse as one adatom. Real exchange may proceed by smaller species, so the rate, diffusion coefficient and coverage can only be effective values. The kink energy, exchange rate, adatom diffusion coefficient and coverage are round assumptions. A Ga adatom diffusion coefficient near \(7\times10^{-9}\) cm²/s at 850 °C has been reported for this surface, about 140 times below the value assumed here. With it and the same coverage and exchange rate, the ratio 0.018 becomes 2.6, terrace diffusion limits the relaxation, \(w\) at 1 s is about a third smaller, and it grows more slowly than \(t^{1/4}\). Whether the real step lies in the Edwards-Wilkinson regime is therefore open. The terrace width of 50 nm is also assumed and corresponds to a miscut of only 0.7°. At miscuts below about 2° this surface has been reported to grow by two-dimensional islands rather than by step flow, so the growth estimate above is not a description of it. At a miscut of 4° the terraces would be 8.6 nm wide, \(\xi\) would exceed them after about 0.5 s, so the single-step law would need a new justification already at 1 s. The width of 1.9 nm at 1 s is a model result and not an observed one. At fixed \(r\), the assumed range of kink energy from 0.1 to 0.3 eV moves it between 2.9 and 1.4 nm. At fixed kink energy, a tenfold change of \(r\) moves it by a factor of 1.78. In a real step the exchange rate itself depends on the kink energy, so the two do not vary separately and the range may be wider.

Two assumptions are likely to be broken in practice. A step left by earlier growth is not straight. If it has equilibrated, its root mean square displacement from its initial shape is 19% larger than the width reached from a straight start. Growth may also continue during the time considered. For steps that wander in phase, the rough estimate above raises \(w\) by up to about 14% at 0.1 µm/h; above 0.25 µm/h it gives unstable long waves and no bound. For steps that wander independently, growth can also lower \(w\), because a step with a wider terrace ahead of it advances faster and the terrace widths even out. Pinning by impurities and kinks forced by the miscut direction are not included.

Within the model, two measurements separate the parameters. The mean square difference along an equilibrated step gives \(k_BT/\tilde\beta\), and the growth of \(w^4\) from a straight start then gives \(D\). This requires times well above \(a^2/\nu\) and long enough for the kinks to reach their equilibrium density, a window much longer than \(\xi\), and relaxation controlled by exchange at the edge rather than by diffusion on the terraces. The isolated-step estimate of that last condition holds only for \(\xi\) below the terrace width. The numerical output lists the values at intermediate times.

## Table of computed values

```
TEST CASE, dimensionless: D, nu = 0.7 1.3
t=10: simulated w2 1.593, formula 1.549
t=40: simulated w2 3.150, formula 3.098
heat-kernel integral w2, t=40: 3.09811
spectral integral w2, t=40: 3.09811
ring of 800 sites, saturated w2: 35.897
D L/(12 nu) for this ring: 35.897
EXAMPLE INPUTS
temperature 1100 K, kT 0.09479 eV
cell along step 0.3 nm, across step 0.6 nm
kink energy 0.2 eV, events per site 1000 1/s
terrace width 50 nm, window 1000 nm
adatom diffusion 1.0e+08 nm2/s = 1.0e-06 cm2/s
adatom coverage 1.0e-03 per site
EXAMPLE RESULTS
mean square kink 0.3140
step stiffness 0.2515 eV/nm
noise strength D 54.00 nm3/s
tension coefficient nu 143.30 nm2/s
lattice time a^2/nu 0.628 ms
t=0.001 s: w2 0.1138 nm2, w 0.337 nm, lattice w2 0.1115 nm2
t=0.01 s: w2 0.3599 nm2, w 0.600 nm, lattice w2 0.3592 nm2
t=0.1 s: w2 1.1382 nm2, w 1.067 nm, lattice w2 1.1380 nm2
t=1 s: w2 3.5993 nm2, w 1.897 nm, lattice w2 3.5992 nm2
t=10 s: w2 11.3819 nm2, w 3.374 nm, lattice w2 11.3819 nm2
stationary start, 1 s: rms shift 2.256 nm
kink energy 0.1 eV: w at 1 s 2.868 nm
kink energy 0.3 eV: w at 1 s 1.396 nm
NEGLECTED EFFECTS AT 1 s
length xi = sqrt(nu t): 11.97 nm
lattice, relative loss of w2: 1.96e-05
window mean, relative loss of w2: 0.0300
mean square slope over xi: 0.0315
width over terrace width: 0.0379
attachment rate nu k^2 at k=1/xi: 1.000 1/s
diffusion-limited rate: 55.69 1/s
attachment/diffusion ratio: 0.0180
if growing at 0.1 um/h, step height 0.6 nm:
  step velocity 2.315 nm/s, q = k*terrace 4.177
  wandering amplification 0.1484 1/s
  amplification/attachment ratio 0.1484
```
